One Response Solve for the MP2 Gradient: The Z-Vector Interchange, part 1

(Sections cited here and not found follow in the second part.)

## First half: the interchange and the orbital derivatives

For a slightly distorted Mg2O2 ring, solving twelve orbital-response equations takes 236 multiplications by the orbital Hessian. A single equation with the same matrix, solved by the same algorithm to the same relative residual, takes 18. The two resulting MP2/6-31G gradients differ by less than 10⁻¹² hartree/bohr in each of the twelve components. The twelve equations describe how the orbitals follow each nuclear coordinate, while the single one contains no nuclear coordinate at all. Why it can replace the others, and which quantities have to be programmed, is worked out below.

### The interchange in general form

Let x be one of the 3N Cartesian coordinates of N nuclei. Let κ be a column of orbital-rotation parameters, counted from the orbitals at the reference geometry. The parameters are fixed by as many conditions f(x,κ) = 0, and the energy is E(x,κ). At the reference geometry define

L = ∂E/∂κ,  A = ∂f/∂κ,  B^x = ∂f/∂x at fixed κ.

L and B^x are columns and A is a square matrix whose row belongs to the condition and whose column belongs to the parameter. The conditions must hold at the displaced geometry too, so their total derivative vanishes:

B^x + A κ^x = 0, with κ^x = dκ/dx.  (1)

If A is invertible, κ^x = −A⁻¹B^x. The chain rule for the energy gives

dE/dx = ∂E/∂x + Lᵀκ^x = ∂E/∂x − LᵀA⁻¹B^x.  (2)

The last term is a row times a matrix times a column. Grouped as Lᵀ(A⁻¹B^x), it asks for one linear solve per coordinate. Grouped as (LᵀA⁻¹)B^x, it asks for the row zᵀ = LᵀA⁻¹. Multiplying by A from the right and transposing,

Aᵀz = L,  dE/dx = ∂E/∂x − zᵀB^x.  (3)

Neither A nor L depends on which x is being differentiated, so one z serves all coordinates. This regrouping is the Handy-Schaefer interchange.

The same result follows from the function E − zᵀf. It equals E wherever the conditions hold, whatever z is. Its derivative with respect to κ is L − Aᵀz. If z makes this vanish, the response κ^x drops out of the first derivative, and the derivative at fixed κ and z is the right side of (3).

The vector z also has a direct meaning. Suppose the conditions are violated slightly, f = η instead of f = 0, at fixed geometry. Then κ changes by A⁻¹η and E by LᵀA⁻¹η = zᵀη, to first order. Each element of z is therefore the sensitivity of the energy to a violation of one orbital condition. If the energy is itself stationary in κ, then L = 0, z = 0, and no response equation is needed. This is the case for the Hartree-Fock energy.

The continuation of E away from f = 0 is partly a matter of choice. Adding cᵀf to E, with constant c, changes L by Aᵀc, z by c and ∂E/∂x by cᵀB^x. These changes cancel in (3). A convenient continuation may thus be chosen, provided that it gives the right energy wherever f = 0.

### The energy and its conventions

The reference is a closed-shell restricted Hartree-Fock (RHF) determinant with real orbitals. All electrons are correlated. Indices i, j, k, l label occupied spatial orbitals, a, b, c virtual ones, and p, q, r, s any orbital. Integrals (pq|rs) are in charge-cloud order: p and q belong to electron 1, r and s to electron 2. Atomic units are used. The Fock matrix is

f_pq = h_pq + Σ_k [2(pq|kk) − (pk|qk)].  (4)

At the reference geometry the orbitals are canonical, f_pq = ε_p δ_pq. The conditions of the previous section are the Brillouin conditions f_ai = 0. They leave rotations among occupied orbitals, and among virtual orbitals, undetermined, so the energy expression must not depend on them.

The closed-shell MP2 correlation energy in canonical orbitals is

E₂ = Σ_ijab t̃_ij^ab (ia|jb),
t_ij^ab = −(ia|jb)/(ε_a + ε_b − ε_i − ε_j),
t̃_ij^ab = 2t_ij^ab − t_ij^ba.  (5)

Exchanging the two electrons shows that t_ij^ab = t_ji^ba, and the same holds for t̃. The denominators are tied to canonical orbitals. To remove this restriction, define the linear map

(Ft)_ij^ab = Σ_c [f_ac t_ij^cb + f_bc t_ij^ac] − Σ_k [f_ik t_kj^ab + f_jk t_ik^ab]  (6)

and the Hylleraas functional

J = 2 Σ_ijab t̃_ij^ab (ia|jb) + Σ_ijab t̃_ij^ab (Ft)_ij^ab.  (7)

Its variation with t uses two properties of F. First, F is symmetric, Σ s(Ft) = Σ (Fs)t, because f is symmetric. Secondly, F treats a and b alike and therefore commutes with the exchange of a and b, hence with the tilde operation, which is itself symmetric. The two variations of the quadratic term are therefore equal:

Σ t̃ (Fδt) = Σ (Ft̃) δt = Σ δt̃ (Ft).

It follows that

δJ = 2 Σ_ijab δt̃_ij^ab [(ia|jb) + (Ft)_ij^ab].  (8)

On amplitudes symmetric or antisymmetric under exchange of a and b, the tilde operation multiplies by 1 or 3. It is thus invertible, and J is stationary when the bracket in (8) vanishes. In canonical orbitals Ft is the orbital-energy denominator times t, so the stationary amplitudes are those of (5). Inserting Ft = −(ia|jb) into (7) gives J = 2E₂ − E₂ = E₂.

The factor 2 in the first term of (7) thus compensates for the quadratic term. Since J is stationary in t, the derivative of the amplitudes does not enter the first derivative of the energy. The amplitudes may be held fixed in everything that follows.

The quadratic term can be written with a one-particle matrix. In (6) the two virtual terms give equal sums after contraction with t̃: rename i ↔ j and a ↔ b in the second and use the pair symmetry of t and t̃. The two occupied terms are equal for the same reason. Therefore

J = 2 Σ_ijab t̃_ij^ab (ia|jb) + Σ_pq D_pq f_pq,  (9)

D_ab = 2 Σ_ijc t̃_ij^ac t_ij^bc,
D_ij = −2 Σ_kab t̃_ik^ab t_jk^ab,
D_ai = D_ia = 0.  (10)

D is symmetric. The part of D_ab made from 2t is symmetric by inspection. The exchange part, Σ_ijc t_ij^ca t_ij^bc, turns into itself with a and b exchanged when i and j are renamed and the pair symmetry is used. For D_ij the renaming of a and b does the same.

The traces of the two blocks are opposite, since both contain the sum 2Σ t̃t. D describes electrons moved by correlation from occupied to virtual orbitals. It is called unrelaxed because it is obtained at fixed orbitals and leaves out their response. For MP2 its occupied-virtual block is zero, and the orbital response will be placed in that block below.

### Derivatives with respect to the orbitals

Let the coefficient matrix C change by δC = CU, with U small. Orbital p then changes by Σ_r U_rp times orbital r. For the Fock matrix (4), the change of the two outer orbitals and of the summed orbital k gives

δf_pq = Σ_r [U_rp f_rq + U_rq f_pr]
  + Σ_rk U_rk [4(pq|rk) − (pr|qk) − (pk|qr)].  (11)

The 4 comes from the factor 2 in (4) and the two equal places of k in (pq|kk). The exchange integral has k in two different places and gives two separate terms.

Contract (11) with a fixed symmetric matrix M. The outer terms become 2Σ_rp U_rp (fM)_rp. In the inner terms the two exchange contributions are equal, because M_pq = M_qp. With the abbreviation

G(M)_pq = Σ_rs M_rs [2(pq|rs) − (pr|qs)],  (12)

the inner terms are 2Σ_rk U_rk G(M)_rk. Hence

δ Σ_pq M_pq f_pq = Σ_rp U_rp W[M]_rp,
W[M]_rp = 2(fM)_rp + 2 n_p G(M)_rp,  (13)

where n_p is 1 for an occupied column p and 0 for a virtual one. The second term is confined to occupied columns because the mean field in f is made from occupied orbitals.

In the pair term of (9), the places i and j contribute equally, as do a and b. With the prefactor 2 this gives a factor 4:

W_pair,ri = 4 Σ_jab t̃_ij^ab (ra|jb),
W_pair,ra = 4 Σ_ijb t̃_ij^ab (ir|jb).  (14)

At fixed t the complete change is δJ = Σ_pq U_pq W_J,pq, with W_J = W[D] + W_pair.

An occupied-virtual rotation replaces C by C exp(K), with K_ai = κ_ai and K_ia = −κ_ai. To first order U = K, so

L_ai = ∂J/∂κ_ai = W_J,ai − W_J,ia.  (15)

The Hartree-Fock energy adds nothing to L. Its change will be needed later and follows from

E_HF = 2Σ_k h_kk + Σ_kl [2(kk|ll) − (kl|kl)] + V_nn,  (16)

where V_nn is the nuclear repulsion. Varying the two places in h_kk gives 4h_rk U_rk. Varying the four places in the Coulomb and exchange integrals gives 8(rk|ll)U_rk and −4(rl|kl)U_rk. Together,

δE_HF = 4 Σ_rk U_rk f_rk.  (17)

For an occupied-virtual rotation this is 4Σ_ai κ_ai f_ai, which vanishes at the RHF solution.

In canonical orbitals (fD)_ai and (fD)_ia vanish, since D has no occupied-virtual block. Equations (13) to (15) then give the working formula

L_ai = 2G(D)_ai + 4 Σ_jbc t̃_ij^bc (ab|jc) − 4 Σ_jkb t̃_jk^ab (ji|kb).  (18)

The first term is the change of the mean field felt by the correlation density. The other two are the changes of the pair integrals when an occupied orbital acquires virtual character and when a virtual orbital acquires occupied character. The minus sign of the third comes from K_ia = −κ_ai.

Signs and factors in L can be tested before any nuclear derivative exists. One rotates the orbitals by a finite amount along a fixed direction, keeps the amplitudes fixed and evaluates (9). For a random unit rotation in the Mg2O2 example, the finite difference gives 0.00841280 hartree, and L projected on the same rotation gives the same digits.

### The orbital Hessian and the Z-vector equation

The matrix A follows from (11) with p = a, q = i and U = K. The outer terms are

U_ia f_ii + U_ai f_aa = (ε_a − ε_i) κ_ai.

In the inner terms r must be virtual, since K has no occupied-occupied block. Therefore

A_ai,bj = δ_ab δ_ij (ε_a − ε_i) + 4(ai|bj) − (ab|ij) − (aj|ib).  (19)

Exchanging the pair ai with bj leaves each term unchanged for real orbitals, so Aᵀ = A. For a method whose orbital conditions give an unsymmetric A, the transpose in (3) has to be kept.

A is one quarter of the second-derivative matrix of E_HF. Along C exp(sK), equation (17) gives dE_HF/ds = 4Σ κ_ai f_ai(s). Another derivative at s = 0 gives 4κᵀAκ. A positive definite A thus means that the RHF solution is a local minimum with respect to real closed-shell rotations.

The matrix need not be stored. Let Z be the symmetric matrix with Z_ai = Z_ia = z_ai and zeros elsewhere. In (12) its two halves contribute 2(ai|bj) − (ab|ij) and 2(ai|jb) − (aj|ib), which are the two-electron terms of (19). The Z-vector equation is therefore

(ε_a − ε_i) z_ai + G(Z)_ai = L_ai.  (20)

One Hessian product costs one construction of a Coulomb-exchange matrix. If the two-electron terms are neglected, z_ai = L_ai/(ε_a − ε_i). This is only a rough approximation to z, but it suggests division by the orbital-energy difference as a preconditioner. Preconditioned conjugate gradients started from z = 0 take this vector as their first search direction.

If an eigenvalue of A approaches zero, the component of z along its eigenvector grows as the inverse eigenvalue, unless L has no component there. If B^x has a component along it too, the response term grows in the same way and the MP2 gradient becomes unreliable. The interchange is not the cause, since κ^x contains the same inverse.

## Second half: the nuclear derivative, its cost and an example

The first half supplies the following. The amplitudes t are stationary and stay fixed; t̃_ij^ab = 2t_ij^ab − t_ij^ba. The unrelaxed correlation density D has occupied-occupied and virtual-virtual blocks. G(M), equation (12), is the Coulomb-exchange contraction of a symmetric matrix M. For δC = CU, the MP2 functional J changes by ΣU_pq W_J,pq, with W_J = W[D] + W_pair from (13) and (14). The vector L_ai = W_J,ai − W_J,ia is its derivative for occupied-virtual rotations. The symmetric orbital Hessian A is given by (19), and z solves Az = L. The vector B^x, still to be found, is the derivative of f_ai with respect to a nuclear coordinate at κ = 0.

### Orbitals in a moving basis

The basis functions are attached to the nuclei, so their overlap changes with x. Let a superscript [x] denote a molecular-orbital integral built from differentiated basis integrals and undifferentiated coefficients. For the overlap this quantity is written S_pq^x. If dC/dx = CU, orthonormality at first order requires

U + Uᵀ + S^x = 0.  (21)

This fixes the symmetric part of U. A choice that satisfies it is

U_ij = −½S_ij^x,  U_ab = −½S_ab^x,
U_ai = κ_ai^x,  U_ia = −S_ia^x − κ_ai^x.  (22)

The κ-dependent part is the rotation used before, so A is unchanged.

The occupied-occupied and virtual-virtual blocks of U could also contain antisymmetric parts. They do not affect the energy. If the occupied orbitals are rotated among themselves and t is rotated with them, J keeps its value, because each of its sums runs over the complete occupied space. The change of t contributes nothing at first order, since J is stationary in t. The derivative at fixed t must therefore vanish too, which means W_J,ij = W_J,ji. The same argument for virtual orbitals gives W_J,ab = W_J,ba. No division by ε_i − ε_j or ε_a − ε_b appears, so degeneracies within either space cause no difficulty.

Now set κ^x = 0 in (22) and insert U into (11) for the element f_ai. The outer terms are

U_ia f_ii + U_ai f_aa = −ε_i S_ai^x.

In the inner terms r is occupied and U_lk = −½S_lk^x:

−½ Σ_kl S_kl^x [4(ai|kl) − (al|ik) − (ak|il)]
  = −Σ_kl S_kl^x [2(ai|kl) − (ak|il)],

because S^x is symmetric and the two exchange terms give equal sums. Adding the derivative of the basis integrals,

B_ai^x = f_ai^[x] − ε_i S_ai^x − Σ_kl S_kl^x [2(ai|kl) − (ak|il)].  (23)

The direct road solves Aκ^x = −B^x for every x and adds L·κ^x. Equation (3) replaces this number:

L·κ^x = −z·B^x.  (24)

The size of this term depends on the choice (22). With the symmetric choice U_ai = −½S_ai^x + κ′_ai and U_ia = −½S_ia^x − κ′_ai, comparison of the ai elements gives κ′_ai = κ_ai^x + ½S_ai^x. An amount ½ΣL_ai S_ai^x then moves between the response term and the rest of the gradient. The total is unaffected. A statement about the size of the response contribution therefore needs the choice of U beside it; the numbers below use (22).

One vector z now replaces the separate orbital responses to the nuclear coordinates, and L, A and B^x have explicit formulas. What remains is to avoid forming B^x for every coordinate, assemble the complete gradient, and examine its cost and the Mg2O2 example.
